**Charge-pumping plateau at constant pulse amplitude**

In the ideal switch model, the base-level sweep pumps charge for V_T − A ≤ V_base ≤ V_FB. The plateau width is A − (V_T − V_FB) if this is positive; A is the pulse amplitude, V_T the threshold voltage and V_FB the flat-band voltage. The program follows the trap state through the waveform and asserts both edges and the width for three amplitudes, and the absence of pumping when A is smaller than V_T − V_FB. It also solves a periodic capture and emission rate equation and asserts the half-height edges for midgap traps, the one-to-one growth of the width with amplitude, and a flat top for uniformly distributed traps. For the 3 V example the ideal width is 1.435 V and the plateau current is 292 pA. With finite capture rates the half-height width for midgap traps is 2.185 V, which is 0.749 V more than the ideal value. The output also sizes trap charge, quantum confinement, gate depletion, temperature, oxide field, tunnelling and electron return time.

## Numerical check

```python
"""Charge pumping with constant-amplitude gate pulses, n-channel transistor.

Result under test: in the ideal switch model the base-level sweep has a plateau
    V_T - A <= V_base <= V_FB,   width = A - (V_T - V_FB),  if A > V_T - V_FB.
A: pulse amplitude; V_T: threshold voltage; V_FB: flat-band voltage.
Traps fill with electrons when the gate reaches V_T and capture holes when it
reaches V_FB. A rate-equation model with finite capture rates then shows how far
a device departs from the ideal switches. Internal units are SI; trap energies
are in eV from midgap. Source, drain and substrate are grounded.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import ai_zeros

q, kB, hbar, h = const.e, const.k, const.hbar, const.h
m0, eps0 = const.m_e, const.epsilon_0

# Rough typical device and pulse parameters
T = 300.0
vt = kB * T / q                      # thermal voltage
ni = 1.0e16                          # intrinsic density, m^-3
NA = 2.0e23                          # substrate doping, m^-3
t_ox = 10e-9
eps_s, eps_ox = 11.7 * eps0, 3.9 * eps0
C_ox = eps_ox / t_ox
V_FB = -1.0
amp = 3.0
freq = 1.0e6
t_ramp = 100e-9
t_flat = 0.5 / freq - t_ramp         # time at top, and time at base
width_gate, length_gate = 10e-6, 1e-6
area = width_gate * length_gate
sigma, v_th = 1e-19, 1e5             # capture cross section m^2, speed m/s
c_cap = sigma * v_th                 # capture coefficient, both carriers
D_it = 3e14                          # traps per m^2 and eV


def separation(temp, n_intr):
    """V_T - V_FB in the depletion approximation."""
    two_phi = 2 * kB * temp / q * np.log(NA / n_intr)
    return two_phi + np.sqrt(2 * eps_s * q * NA * two_phi) / C_ox


phi2 = 2 * vt * np.log(NA / ni)
sep = separation(T, ni)
V_T = V_FB + sep
ideal_width = amp - sep
n0 = ni**2 / NA                      # bulk electron density


def gate_voltage(psi):
    """Gate voltage at surface potential psi, from the full charge balance."""
    g = (vt * np.expm1(-psi / vt) + psi
         + n0 / NA * (vt * np.expm1(psi / vt) - psi))
    charge = np.sign(psi) * np.sqrt(2 * q * eps_s * NA * np.maximum(g, 0))
    return V_FB + psi + charge / C_ox


# Threshold formula against direct integration of the space charge
def space_charge(psi):
    return q * (NA * (1 - np.exp(-psi / vt)) + n0 * (np.exp(psi / vt) - 1))


integral = quad(space_charge, 0, phi2, epsabs=0, epsrel=1e-10, limit=200)[0]
V_T_numeric = V_FB + phi2 + np.sqrt(2 * eps_s * integral) / C_ox
assert abs(V_T_numeric - V_T) < 1e-3


# Ideal switches: follow the trap state through the waveform
def switch_pumped(bases, amplitude):
    up = np.linspace(0, 1, 61)
    shape = np.concatenate([up, up[::-1]])
    filled = np.zeros(bases.size, dtype=bool)
    for _ in range(2):               # the second cycle is the steady one
        electrons = np.zeros(bases.size, dtype=int)
        holes = np.zeros(bases.size, dtype=int)
        for s in shape:
            v = bases + amplitude * s
            capture_e = (v >= V_T) & ~filled
            filled = filled | capture_e
            capture_h = (v <= V_FB) & filled
            filled = filled & ~capture_h
            electrons += capture_e
            holes += capture_h
    return electrons, holes


step = 0.001
fine_bases = np.arange(-5.0, 2.0, step)
switch_width = {}
for a in (2.0, amp, 4.0):
    n_e, n_h = switch_pumped(fine_bases, a)
    assert np.array_equal(n_e, n_h) and n_e.max() == 1
    on = fine_bases[n_e == 1]
    switch_width[a] = on[-1] - on[0]
    assert abs(switch_width[a] - (a - sep)) < 2 * step   # sweep resolution
    assert abs(on[0] - (V_T - a)) < 2 * step
    assert abs(on[-1] - V_FB) < 2 * step
small_amp = 0.8 * sep
assert switch_pumped(fine_bases, small_amp)[0].max() == 0

# Finite capture and emission rates: periodic solution of the rate equation
psi_table = np.linspace(-0.4, 1.4, 40001)
gate_table = gate_voltage(psi_table)
assert np.all(np.diff(gate_table) > 0)


def rate_pumped(bases, amplitude, levels):
    """Net electrons and holes captured per trap and cycle."""
    m = 400
    mid = (np.arange(m) + 0.5) / m
    shape = np.concatenate([mid, [1.0], mid[::-1], [0.0]])
    ramp = np.full(m, t_ramp / m)
    times = np.concatenate([ramp, [t_flat], ramp, [t_flat]])
    emit_n = c_cap * ni * np.exp(levels / vt)[None, :]
    emit_p = c_cap * ni * np.exp(-levels / vt)[None, :]
    occ = np.zeros((bases.size, levels.size))
    total = np.zeros_like(occ)
    for final in (False, True):
        net_n, net_p = np.zeros_like(occ), np.zeros_like(occ)
        for s, dt in zip(shape, times):
            psi = np.interp(bases + amplitude * s, gate_table, psi_table)
            cap_n = (c_cap * n0 * np.exp(psi / vt))[:, None]
            cap_p = (c_cap * NA * np.exp(-psi / vt))[:, None]
            rate = cap_n + cap_p + emit_n + emit_p
            target = (cap_n + emit_p) / rate
            relax = -np.expm1(-rate * dt)
            if final:
                occ_time = target * dt + (occ - target) * relax / rate
                net_n += cap_n * dt - (cap_n + emit_n) * occ_time
                net_p += (cap_p + emit_p) * occ_time - emit_p * dt
            else:
                total += rate * dt
            occ = occ + (target - occ) * relax
        if not final:                # start value that repeats each cycle
            occ = occ / (-np.expm1(-total))
    return net_n, net_p


def edges(x, y, fraction):
    """Interpolated positions where y crosses a fraction of its maximum."""
    level = fraction * y.max()
    idx = np.where(y >= level)[0]
    i, j = idx[0], idx[-1]
    assert i > 0 and j < x.size - 1
    left = x[i-1] + (level - y[i-1]) * (x[i] - x[i-1]) / (y[i] - y[i-1])
    right = x[j] + (level - y[j]) * (x[j+1] - x[j]) / (y[j+1] - y[j])
    return left, right


midgap = np.array([0.0])
sweep = np.arange(-4.4, 0.6, 0.01)
density_half = np.log(2) / (c_cap * t_flat)    # half capture in the flat time
V_T_cap = gate_voltage(vt * np.log(density_half / n0))
V_FB_cap = gate_voltage(vt * np.log(NA / density_half))
rate_edges = {}
for a in (amp, 4.0):
    net_n, net_p = rate_pumped(sweep, a, midgap)
    assert np.allclose(net_n, net_p, atol=1e-6)
    rate_edges[a] = edges(sweep, net_n[:, 0], 0.5)
    # ramps add about one percent to the capture time, the grid about 1 mV
    assert abs(rate_edges[a][0] - (V_T_cap - a)) < 0.005
    assert abs(rate_edges[a][1] - V_FB_cap) < 0.005
rate_width = rate_edges[amp][1] - rate_edges[amp][0]
growth = (rate_edges[4.0][1] - rate_edges[4.0][0]) - rate_width
assert abs(growth - (4.0 - amp)) < 0.003
tiny_amp = 0.5 * (V_T_cap - V_FB_cap)
tiny_signal = rate_pumped(sweep, tiny_amp, midgap)[0].max()
assert tiny_signal < 0.05

# Uniform trap distribution: flat top, active energy window, current
levels = np.linspace(-0.5, 0.5, 51)
d_level = levels[1] - levels[0]
coarse = np.arange(-3.6, 0.6, 0.02)
window_curve = rate_pumped(coarse, amp, levels)[0].sum(axis=1) * d_level
inside = np.linspace(V_T - amp, V_FB, 15)
window_in = rate_pumped(inside, amp, levels)[0].sum(axis=1) * d_level
ripple = (window_in.max() - window_in.min()) / window_in.mean()
assert ripple < 0.02
window = window_in.mean()
half = edges(coarse, window_curve, 0.5)
high = edges(coarse, window_curve, 0.95)
centre = np.array([0.5 * (V_T - amp + V_FB)])
window_a = rate_pumped(centre, amp, levels)[0].sum() * d_level
window_b = rate_pumped(centre, 4.0, levels)[0].sum() * d_level
window_gain = window_b - window_a
window_law = 2 * vt * np.log(4.0 / amp)
# the logarithmic law ignores small shifts of where emission starts and ends
assert abs(window_gain - window_law) < 0.25 * window_law
N_cp = D_it * window
I_cp = q * freq * area * N_cp

# Sizes of neglected effects
Q_dep = np.sqrt(2 * eps_s * q * NA * phi2)
field_s = Q_dep / eps_s
body = 1 + (eps_s * q * NA / Q_dep) / C_ox
ml, mt = 0.916, 0.19                 # silicon electron masses over m0


def confinement_ratio(field):
    """Classical over quantum sheet density in a triangular well."""
    zeros = -ai_zeros(400)[0]
    quantum = 0.0
    for valleys, mz, md in ((2, ml, mt), (4, mt, np.sqrt(ml * mt))):
        scale = (hbar**2 / (2 * mz * m0))**(1/3) * (q * field)**(2/3)
        quantum += (valleys * md * m0 * kB * T / (np.pi * hbar**2)
                    * np.exp(-scale * zeros / (kB * T)).sum())
    return Nc * vt / field / quantum


Nc = 12 * (2 * np.pi * m0 * kB * T / h**2)**1.5 * np.sqrt(ml * mt**2)
assert abs(confinement_ratio(field_s / 100) - 1) < 0.05   # classical limit
shift_quantum = body * vt * np.log(confinement_ratio(field_s))
shift_traps = q * N_cp / C_ox
N_poly = 1e26
shift_poly = Q_dep**2 / (2 * q * eps_s * N_poly)
top_max, base_min = V_FB + amp, V_T - amp
psi_top = np.interp(top_max, gate_table, psi_table)
psi_base = np.interp(base_min, gate_table, psi_table)
V_ox_top = top_max - V_FB - psi_top
V_ox_base = base_min - V_FB - psi_base
n_top = n0 * np.exp(psi_top / vt)
barrier, m_ox = 3.1, 0.4             # rough oxide barrier (eV) and mass
F_ox = V_ox_top / t_ox
exponent = (4 * np.sqrt(2 * m_ox * m0 * q) / (3 * hbar * F_ox)
            * (barrier**1.5 - max(barrier - V_ox_top, 0)**1.5))
attempts = 1e14                      # generous attempt rate, 1/s
I_tunnel = C_ox * V_ox_top * area * attempts * np.exp(-exponent)
assert I_tunnel < 1e-6 * I_cp
mobility = 0.03                      # m^2/Vs
t_return = length_gate**2 / (mobility * vt)
assert t_return < 0.1 * t_ramp
T_hot, E_gap = 400.0, 1.12
ni_hot = ni * (T_hot / T)**1.5 * np.exp(
    -E_gap * q / (2 * kB) * (1 / T_hot - 1 / T))
width_hot = amp - separation(T_hot, ni_hot)

print(f"temperature = {T:.0f} K, n_i = {ni*1e-6:.1e} cm^-3")
print(f"doping N_A = {NA*1e-6:.1e} cm^-3")
print(f"oxide = {t_ox*1e9:.0f} nm, C_ox = {C_ox*1e2:.3f} uF/cm2")
print(f"flat-band voltage = {V_FB:.3f} V")
print(f"2 phi_F = {phi2:.3f} V")
print(f"depletion charge / C_ox = {Q_dep/C_ox:.3f} V")
print(f"separation V_T - V_FB = {sep:.3f} V")
print(f"threshold V_T = {V_T:.3f} V")
print(f"pulse amplitude = {amp:.1f} V, frequency = {freq*1e-6:.0f} MHz")
print(f"ramp = {t_ramp*1e9:.0f} ns, flat time = {t_flat*1e9:.0f} ns")
print(f"ideal lower edge = {V_T-amp:.3f} V, upper = {V_FB:.3f} V")
print(f"ideal plateau width = {ideal_width:.3f} V")
for a, w in switch_width.items():
    print(f"switch simulation, A = {a:.1f} V: width = {w:.3f} V")
print(f"no pumping in switch simulation at A = {small_amp:.3f} V")
print(f"gate = {width_gate*1e6:.0f} um x {length_gate*1e6:.0f} um")
print(f"trap density = {D_it*1e-4:.1e} cm^-2 eV^-1")
print(f"active energy window = {window:.3f} eV")
print(f"active traps N_cp = {N_cp*1e-4:.2e} cm^-2")
print(f"plateau current = {I_cp*1e12:.0f} pA")
print(f"height variation on ideal plateau = {ripple*100:.2f} %")
print(f"window gain, A = 3 to 4 V = {window_gain*1e3:.1f} meV")
print(f"logarithmic law for this gain = {window_law*1e3:.1f} meV")
print(f"capture cross section = {sigma*1e4:.0e} cm2")
print(f"thermal speed = {v_th*1e2:.0e} cm/s")
print(f"half-capture density = {density_half*1e-6:.2e} cm^-3")
print(f"capture voltage, electrons = {V_T_cap:.3f} V")
print(f"capture voltage, holes = {V_FB_cap:.3f} V")
print(f"width from capture voltages = {amp-V_T_cap+V_FB_cap:.3f} V")
print(f"rate equation, midgap: half-height width = {rate_width:.3f} V")
print(f"its growth for 1 V more amplitude = {growth:.3f} V")
print(f"excess over ideal width = {rate_width-ideal_width:.3f} V")
print(f"midgap signal at A = {tiny_amp:.3f} V: {tiny_signal:.4f} per trap")
print(f"uniform traps: half-height width = {half[1]-half[0]:.3f} V")
print(f"uniform traps: 95 % height width = {high[1]-high[0]:.3f} V")
print(f"trap-charge voltage shift = {shift_traps*1e3:.1f} mV")
print(f"quantum threshold shift = {shift_quantum*1e3:.0f} mV")
print(f"gate doping = {N_poly*1e-6:.0e} cm^-3")
print(f"gate-depletion shift at V_T = {shift_poly*1e3:.1f} mV")
print(f"classical n_s / N_c at V_T = {NA/Nc:.4f}")
print(f"classical n_s / N_c at highest top = {n_top/Nc:.2f}")
print(f"ideal width at {T_hot:.0f} K = {width_hot:.3f} V")
print(f"oxide field at highest top = {F_ox*1e-8:.2f} MV/cm")
print(f"oxide field at lowest base = {V_ox_base/t_ox*1e-8:.2f} MV/cm")
print(f"tunnel current, rough upper size = {I_tunnel:.0e} A")
print(f"mobility = {mobility*1e4:.0f} cm2/Vs")
print(f"electron return time = {t_return*1e9:.2f} ns")
print("all assertions hold")
```

It prints:

```
temperature = 300 K, n_i = 1.0e+10 cm^-3
doping N_A = 2.0e+17 cm^-3
oxide = 10 nm, C_ox = 0.345 uF/cm2
flat-band voltage = -1.000 V
2 phi_F = 0.869 V
depletion charge / C_ox = 0.696 V
separation V_T - V_FB = 1.565 V
threshold V_T = 0.565 V
pulse amplitude = 3.0 V, frequency = 1 MHz
ramp = 100 ns, flat time = 400 ns
ideal lower edge = -2.435 V, upper = -1.000 V
ideal plateau width = 1.435 V
switch simulation, A = 2.0 V: width = 0.434 V
switch simulation, A = 3.0 V: width = 1.434 V
switch simulation, A = 4.0 V: width = 2.434 V
no pumping in switch simulation at A = 1.252 V
gate = 10 um x 1 um
trap density = 3.0e+10 cm^-2 eV^-1
active energy window = 0.608 eV
active traps N_cp = 1.82e+10 cm^-2
plateau current = 292 pA
height variation on ideal plateau = 0.00 %
window gain, A = 3 to 4 V = 13.7 meV
logarithmic law for this gain = 14.9 meV
capture cross section = 1e-15 cm2
thermal speed = 1e+07 cm/s
half-capture density = 1.73e+14 cm^-3
capture voltage, electrons = 0.294 V
capture voltage, holes = -0.523 V
width from capture voltages = 2.184 V
rate equation, midgap: half-height width = 2.185 V
its growth for 1 V more amplitude = 1.000 V
excess over ideal width = 0.749 V
midgap signal at A = 0.408 V: 0.0029 per trap
uniform traps: half-height width = 2.168 V
uniform traps: 95 % height width = 1.965 V
trap-charge voltage shift = 8.5 mV
quantum threshold shift = 57 mV
gate doping = 1e+20 cm^-3
gate-depletion shift at V_T = 1.7 mV
classical n_s / N_c at V_T = 0.0073
classical n_s / N_c at highest top = 1.73
ideal width at 400 K = 1.595 V
oxide field at highest top = 1.99 MV/cm
oxide field at lowest base = -1.31 MV/cm
tunnel current, rough upper size = 3e-40 A
mobility = 300 cm2/Vs
electron return time = 1.29 ns
all assertions hold
```
